# A straight Boltzmann plot does not prove the electron temperature: verification in Python

```python
"""
Result under test: in corona balance a Boltzmann plot has the slope
    1/kT_app = 1/kTe - slope of ln(K_p1/A_p) against E_p,
so a nearly straight plot need not give the electron temperature Te.
K_1p, K_p1: electron excitation and de-excitation rate coefficients;
A_p: total radiative decay rate; E_p: energy above the ground state.
Example: atomic hydrogen, Balmer lines, plane-wave Born excitation from 1s,
Maxwellian electrons, optically thin lines, infinite nuclear mass.
Internal calculations use atomic units unless a name states another unit.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import eval_genlaguerre, roots_genlaguerre, spherical_jn

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
TIME_AU = const.physical_constants["atomic unit of time"][0]
BOHR = const.physical_constants["Bohr radius"][0]
RATE_SI = BOHR**3 / TIME_AU
ALPHA = const.fine_structure
N_TOP = 8
LINES = np.array([3, 4, 5, 6])


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def radial(n, l, r):
    norm = sqrt((2 / n)**3 * factorial(n-l-1) / (2*n*factorial(n+l)))
    x = 2 * r / n
    return norm * np.exp(-x/2) * x**l * eval_genlaguerre(n-l-1, 2*l+1, x)


def excitation_energy(n):
    return 0.5 * (1 - 1 / n**2)


# Radiative rates from dipole integrals, in s^-1.
r_long, w_long = gauss(0, 300, 400)
waves = {(n, l): radial(n, l, r_long)
         for n in range(1, N_TOP+1) for l in range(n)}
decay = {}
for (n, l), upper in waves.items():
    for (m, j), lower in waves.items():
        if m < n and abs(l-j) == 1:
            dipole = np.sum(w_long * r_long**3 * upper * lower)
            omega = excitation_energy(n) - excitation_energy(m)
            decay[n, l, m, j] = (4/3 * ALPHA**3 * omega**3 * max(l, j)
                                 / (2*l+1) * dipole**2 / TIME_AU)


def mean_decay(n, m):
    return sum((2*l+1) / n**2 * decay.get((n, l, m, j), 0.0)
               for l in range(n) for j in range(m))


A = {(n, m): mean_decay(n, m) for n in range(2, N_TOP+1)
     for m in range(1, n)}
A_total = {n: sum(A[n, m] for m in range(1, n)) for n in range(2, N_TOP+1)}

for n in range(2, N_TOP+1):
    f_lyman = 2**8 * n**5 * (n-1)**(2*n-4) / (3 * (n+1)**(2*n+4))
    expected = 2*ALPHA**3*excitation_energy(n)**2*f_lyman/3/TIME_AU
    assert np.isclose(decay[n, 1, 1, 0], expected, rtol=1e-7)

# Born form-factor amplitudes from 1s to each nl level.
r_short, w_short = gauss(0, 40, 400)
log_q = np.linspace(np.log(0.02), np.log(20), 450)
q_grid = np.exp(log_q)
bessel = [spherical_jn(l, q_grid[:, None] * r_short) for l in range(N_TOP)]
ground_weight = w_short * r_short**2 * radial(1, 0, r_short)
amplitude = {}
for n in range(2, N_TOP+1):
    for l in range(n):
        values = bessel[l] @ (ground_weight * radial(n, l, r_short))
        amplitude[n, l] = CubicSpline(log_q, values)


def form_factor(n, l, logarithm_q):
    return (2*l+1) * amplitude[n, l](logarithm_q)**2


for q in (0.3, 1.0, 2.0):
    closed_2s = 2**17 * q**4 / (4*q*q+9)**6
    closed_2p = 9 * 2**15 * q**2 / (4*q*q+9)**6
    assert np.isclose(form_factor(2, 0, np.log(q)), closed_2s, rtol=1e-5)
    assert np.isclose(form_factor(2, 1, np.log(q)), closed_2p, rtol=1e-5)

unit_x, unit_w = gauss(0, 1, 48)


def momentum_integral(n, l, outgoing_energy):
    gap = excitation_energy(n)
    total_k = (np.sqrt(2*(outgoing_energy+gap))
               + np.sqrt(2*outgoing_energy))
    low, high = np.log(2*gap/total_k), np.log(total_k)
    u = low[:, None] + (high-low)[:, None] * unit_x
    values = form_factor(n, l, u) * np.exp(-2*u)
    return (high-low) * (values @ unit_w)


# Compare a total cross section with integration over scattering angle.
energy_in = 20 / HARTREE_EV
energy_out = energy_in - excitation_energy(2)
k_in, k_out = sqrt(2*energy_in), sqrt(2*energy_out)


def angular_integrand(theta):
    q2 = k_in**2 + k_out**2 - 2*k_in*k_out*np.cos(theta)
    factor = 9 * 2**15 * q2 / (4*q2+9)**6
    return 2*pi*np.sin(theta) * 4*k_out/k_in * factor/q2**2


sigma_angle = quad(angular_integrand, 0, pi, epsabs=1e-11)[0]
sigma_momentum = (8*pi/k_in**2
                  * momentum_integral(2, 1, np.array([energy_out]))[0])
assert np.isclose(sigma_angle, sigma_momentum, rtol=1e-5)


def excitation_rate(n, l, te_ev):
    temperature = te_ev / HARTREE_EV
    x, w = gauss(0, 6, 48)
    outgoing = temperature * x*x
    incoming = outgoing + excitation_energy(n)
    sigma = 8*pi/(2*incoming) * momentum_integral(n, l, outgoing)
    integral = np.sum(w * 2*temperature*x * sigma * incoming
                      * np.exp(-incoming/temperature))
    return sqrt(8/pi) * temperature**-1.5 * integral * RATE_SI


def deexcitation_rate(n, te_ev):
    temperature = te_ev / HARTREE_EV
    x, w = roots_genlaguerre(30, 0.5)
    energy = temperature * x
    strength = sum(momentum_integral(n, l, energy) for l in range(n))
    sigma = 8*pi/(2*energy) * strength / n**2
    integral = temperature * np.sum(w * sigma * energy / np.sqrt(x))
    return sqrt(8/pi) * temperature**-1.5 * integral * RATE_SI


energies = np.array([excitation_energy(n)*HARTREE_EV for n in LINES])
weights = 2 * LINES**2
A_balmer = np.array([A[n, 2] for n in LINES])
A_sum = np.array([A_total[n] for n in LINES])


def boltzmann_fit(intensity):
    y = np.log(intensity / (weights * A_balmer))
    slope, intercept = np.polyfit(energies, y, 1)
    residual = y - slope*energies - intercept
    r_squared = 1 - np.sum(residual**2) / np.sum((y-y.mean())**2)
    return -1/slope, r_squared, residual, y-y[0]


te = 3.0
K_sub = {(n, l): excitation_rate(n, l, te)
         for n in range(2, N_TOP+1) for l in range(n)}
K_up = {n: sum(K_sub[n, l] for l in range(n)) for n in range(2, N_TOP+1)}
K_down = {n: deexcitation_rate(n, te) for n in range(2, N_TOP+1)}
for n in K_up:
    balance = n**2*K_down[n]*np.exp(-excitation_energy(n)*HARTREE_EV/te)
    assert np.isclose(K_up[n], balance, rtol=1e-3)

up = np.array([K_up[n] for n in LINES])
down = np.array([K_down[n] for n in LINES])
population = up / A_sum
t_app, r2, residual, ordinate = boltzmann_fit(population * A_balmer)
slope_k = np.polyfit(energies, np.log(down), 1)[0]
slope_a = np.polyfit(energies, -np.log(A_sum), 1)[0]
offset = np.polyfit(energies, np.log(down/A_sum), 1)[0]
t_formula = 1 / (1/te - offset)
assert np.isclose(t_app, t_formula, rtol=1e-3)
assert r2 > 0.98 and t_app < 0.7*te
spread = np.sum((energies-energies.mean())**2)
slope_error = sqrt(np.sum(residual**2)/(len(LINES)-2)/spread)
t_error = t_app**2 * slope_error


def steady_populations(density, top):
    levels = list(range(2, top+1))
    matrix = np.zeros((len(levels), len(levels)))
    source = np.array([density*K_up[n] for n in levels])
    for i, n in enumerate(levels):
        matrix[i, i] = A_total[n] + density*K_down[n]
        for j in range(i+1, len(levels)):
            matrix[i, j] = -A[levels[j], n]
    solution = np.linalg.solve(matrix, source)
    return np.array([solution[n-2] for n in LINES])


low_density, high_density = 1e14, 1e30
cascade_7 = boltzmann_fit(steady_populations(low_density, 7)*A_balmer)
cascade_8 = boltzmann_fit(steady_populations(low_density, 8)*A_balmer)
dense = boltzmann_fit(steady_populations(high_density, 8)*A_balmer)
assert np.isclose(dense[0], te, rtol=2e-3)
assert cascade_8[0] < 0.7*te


def unmixed_intensity(with_cascades):
    pop = {}
    for n in range(N_TOP, 2, -1):
        for l in range(n):
            feed = K_sub[n, l]
            if with_cascades:
                feed += sum(value*decay.get((m, j, n, l), 0.0)
                            for (m, j), value in pop.items() if m > n)
            loss = sum(decay.get((n, l, m, j), 0.0)
                       for m in range(1, n) for j in range(m))
            pop[n, l] = feed / loss
    return np.array([sum(pop[n, l]*decay.get((n, l, 2, j), 0.0)
                         for l in range(n) for j in range(2))
                     for n in LINES])


unmixed = boltzmann_fit(unmixed_intensity(False))
unmixed_cascade = boltzmann_fit(unmixed_intensity(True))
assert unmixed[0] < 0.7*te and unmixed_cascade[0] < 0.7*te

scan = []
for trial_te in (2.0, 3.0, 5.0, 8.0):
    rates = np.array([sum(excitation_rate(n, l, trial_te) for l in range(n))
                      for n in LINES])
    result = boltzmann_fit(rates/A_sum*A_balmer)
    scan.append((trial_te, result[0], result[1]))
assert all(row[1] < row[0] for row in scan)

print(f"Input electron temperature kTe = {te:.3f} eV")
print("Balmer upper levels; wavelengths are vacuum values")
for i, n in enumerate(LINES):
    gap_j = (energies[i]-excitation_energy(2)*HARTREE_EV)*const.e
    wavelength = const.h*const.c/gap_j*1e9
    print(f"n={n}: E={energies[i]:.4f} eV, lambda={wavelength:.2f} nm, "
          f"g={weights[i]}")
    print(f"  A_n2={A_balmer[i]:.4e} s^-1, A_n={A_sum[i]:.4e} s^-1")
    print(f"  K_1n={up[i]:.4e} m^3/s, K_n1={down[i]:.4e} m^3/s")
    print(f"  n_n/(n_e n_1)={population[i]:.4e} m^3, "
          f"K_n1/A_n={down[i]/A_sum[i]:.4e} m^3")
    print(f"  plot ordinate relative to n=3: {ordinate[i]:.4f}, "
          f"residual: {residual[i]:.4f} (dimensionless)")
print("Main case: mixed sublevels, no cascades")
print(f"Apparent temperature from fit = {t_app:.4f} eV")
print(f"Apparent temperature from formula = {t_formula:.4f} eV")
print(f"Apparent temperature = {t_app*const.e/const.k:.0f} K")
print(f"True electron temperature = {te*const.e/const.k:.0f} K")
print(f"Ratio T_app/Te = {t_app/te:.4f} (dimensionless)")
print(f"R squared = {r2:.5f} (dimensionless)")
print(f"Largest absolute residual = {max(abs(residual)):.4f} in ln units")
print(f"Naive standard error of T_app = {t_error:.4f} eV")
print(f"True inverse temperature 1/kTe = {1/te:.4f} eV^-1")
print(f"Slope of ln K_n1 = {slope_k:.4f} eV^-1")
print(f"Slope of -ln A_n = {slope_a:.4f} eV^-1")
print(f"Their sum s = {offset:.4f} eV^-1")
print("Robustness at the same kTe")
print(f"Mixed, cascades to n=7: T_app={cascade_7[0]:.4f} eV, "
      f"R2={cascade_7[1]:.5f}")
print(f"Mixed, cascades to n=8: T_app={cascade_8[0]:.4f} eV, "
      f"R2={cascade_8[1]:.5f}")
print(f"Unmixed, no cascades: T_app={unmixed[0]:.4f} eV, "
      f"R2={unmixed[1]:.5f}")
print(f"Unmixed, cascades to n=8: T_app={unmixed_cascade[0]:.4f} eV, "
      f"R2={unmixed_cascade[1]:.5f}")
print(f"Formal high-density limit: T_app={dense[0]:.4f} eV")
print("Main-case response to true electron temperature")
for trial_te, apparent, straightness in scan:
    print(f"kTe={trial_te:.1f} eV: T_app={apparent:.4f} eV, "
          f"R2={straightness:.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
Input electron temperature kTe = 3.000 eV
Balmer upper levels; wavelengths are vacuum values
n=3: E=12.0939 eV, lambda=656.11 nm, g=18
  A_n2=4.4126e+07 s^-1, A_n=9.9907e+07 s^-1
  K_1n=1.8360e-16 m^3/s, K_n1=1.1492e-15 m^3/s
  n_n/(n_e n_1)=1.8377e-24 m^3, K_n1/A_n=1.1503e-23 m^3
  plot ordinate relative to n=3: 0.0000, residual: -0.0144 (dimensionless)
n=4: E=12.7553 eV, lambda=486.01 nm, g=32
  A_n2=8.4239e+06 s^-1, A_n=3.0207e+07 s^-1
  K_1n=5.5706e-17 m^3/s, K_n1=2.4452e-16 m^3/s
  n_n/(n_e n_1)=1.8442e-24 m^3, K_n1/A_n=8.0948e-24 m^3
  plot ordinate relative to n=3: -0.5719, residual: 0.0309 (dimensionless)
n=5: E=13.0615 eV, lambda=433.94 nm, g=50
  A_n2=2.5318e+06 s^-1, A_n=1.1562e+07 s^-1
  K_1n=2.4534e-17 m^3/s, K_n1=7.6325e-17 m^3/s
  n_n/(n_e n_1)=2.1220e-24 m^3, K_n1/A_n=6.6015e-24 m^3
  plot ordinate relative to n=3: -0.8778, residual: 0.0106 (dimensionless)
n=6: E=13.2278 eV, lambda=410.07 nm, g=72
  A_n2=9.7372e+05 s^-1, A_n=5.1948e+06 s^-1
  K_1n=1.3089e-17 m^3/s, K_n1=2.9890e-17 m^3/s
  n_n/(n_e n_1)=2.5196e-24 m^3, K_n1/A_n=5.7537e-24 m^3
  plot ordinate relative to n=3: -1.0707, residual: -0.0271 (dimensionless)
Main case: mixed sublevels, no cascades
Apparent temperature from fit = 1.0716 eV
Apparent temperature from formula = 1.0716 eV
Apparent temperature = 12435 K
True electron temperature = 34814 K
Ratio T_app/Te = 0.3572 (dimensionless)
R squared = 0.99694 (dimensionless)
Largest absolute residual = 0.0309 in ln units
Naive standard error of T_app = 0.0420 eV
True inverse temperature 1/kTe = 0.3333 eV^-1
Slope of ln K_n1 = -3.0930 eV^-1
Slope of -ln A_n = 2.4932 eV^-1
Their sum s = -0.5999 eV^-1
Robustness at the same kTe
Mixed, cascades to n=7: T_app=1.0438 eV, R2=0.98981
Mixed, cascades to n=8: T_app=1.0791 eV, R2=0.99266
Unmixed, no cascades: T_app=1.7051 eV, R2=0.99998
Unmixed, cascades to n=8: T_app=1.6000 eV, R2=0.99958
Formal high-density limit: T_app=3.0000 eV
Main-case response to true electron temperature
kTe=2.0 eV: T_app=0.9129 eV, R2=0.99777
kTe=3.0 eV: T_app=1.0716 eV, R2=0.99694
kTe=5.0 eV: T_app=1.2398 eV, R2=0.99592
kTe=8.0 eV: T_app=1.3536 eV, R2=0.99517
ALL CHECKS PASSED
```
